How deep oxygen radicals penetrate a narrow hole with wall recombination

**Question**

I am working on an exercise about plasma-enhanced atomic layer deposition. Oxygen atoms made in an O₂ plasma enter a long, narrow cylindrical hole. At each wall collision an atom has probability r = 0.002 of being lost by recombination. I am asked to show, with the Knudsen diffusion model, that the atom density decays into the hole with a characteristic length of about 13 hole diameters.

My estimate is far off. An atom survives about 1/r = 500 wall collisions, and a flight from wall to wall is about one diameter long. That suggests 500 diameters, not 13. I also don't see why I am given neither the temperature nor the diameter. Surely a faster atom gets deeper before it recombines?

Where does the 13 come from, and does it mean that nothing can be deposited below that depth?

**Answer**

Your 500 diameters is the length of the atom's path, not its depth. The flights point up the hole as often as down, so the atom performs a random walk along the axis. Its typical displacement grows as the square root of the number of flights. To get the numerical factor, we need the diffusion coefficient and the loss rate.

**The model**

Let d be the hole diameter, z the depth below the mouth, and n(z) the density of oxygen atoms, averaged over the cross-section. I assume the following.

• The mean free path in the gas is much longer than d, so that atoms collide with the wall and hardly ever with other gas particles.

• An atom that survives a wall collision leaves in a random direction given by the cosine law, with no memory of its arrival. Speeds are thermal, at one temperature.

• The number r is the total loss of gas-phase atoms per wall collision. It is small and does not depend on n or z.

• The film surface is already saturated, so growth consumes no further atoms.

**1. How far does one flight go along the axis?**

Take an atom leaving the wall. Let a be the angle between its direction and the cross-sectional plane, and φ the angle between the projection of its direction on that plane and the inward wall normal. Both run from −π/2 to π/2. The direction has component cos a cos φ along the normal and sin a along the axis.

The cosine law gives a probability proportional to the normal component times the solid angle, which is cos a da dφ. With the normalizing factor 1/π,

dP = (1/π) cos φ cos²a da dφ.

The factor is right because ∫cos φ dφ = 2 and ∫cos²a da = π/2, whose product is π.

Seen along the axis, the flight is a chord of a circle of diameter d, at angle φ to the diameter through its starting point. This chord has length d cos φ. The full flight length ℓ and the axial step x are therefore

ℓ = d cos φ / cos a,

x = d cos φ tan a.

The mean flight length is

⟨ℓ⟩ = (d/π) ∫cos²φ dφ ∫cos a da = (d/π)(π/2)(2) = d.

So your "about one diameter" is correct for the flight length. The mean axial step is zero, because tan a is odd. The mean square step is

⟨x²⟩ = (d²/π) ∫cos³φ dφ ∫sin²a da = (d²/π)(4/3)(π/2) = 2d²/3.

**2. How long does one flight take?**

Let f(v) be the thermal speed distribution in the gas and v̄ its mean. For atoms of mass M at temperature T,

v̄ = √[8kT/(πM)].

Fast atoms cross a surface more often than slow ones, so atoms leaving the wall have the distribution v f(v)/v̄. For them

⟨1/v⟩ = ∫ (1/v) [v f(v)/v̄] dv = (1/v̄) ∫f(v) dv = 1/v̄.

Speed and direction are independent, so the mean time between wall collisions is

τ = ⟨ℓ⟩⟨1/v⟩ = d/v̄.

**3. The Knudsen diffusion coefficient**

Add the axial steps made in a long time t. Whatever happened earlier, the next step is equally likely to be up or down, so the products of different steps average to zero. What remains is the mean number of steps, t/τ, times the mean square of one step:

⟨X²⟩ = (t/τ)⟨x²⟩.

One-dimensional diffusion has ⟨X²⟩ = 2Dt. Equating the two gives

D = ⟨x²⟩/(2τ) = (2d²/3)(v̄/2d) = d v̄/3.

**4. The loss rate**

In an isotropic gas, the number of atoms striking unit wall area per unit time is n v̄ times the average of cos θ over all directions, counting only those that approach the wall:

(n v̄/4π) ∫₀^{π/2} cos θ · 2π sin θ dθ = (n v̄/4π)(π) = n v̄/4.

A slice of thickness dz has wall area πd dz and volume πd² dz/4. A fraction r of the wall collisions removes an atom, so the loss rate per atom is

k = r (n v̄/4)(πd dz) / (n πd² dz/4) = r v̄/d.

This equals r/τ, as it should: one chance r of loss in each mean interval τ.

**5. The balance in a slice**

The diffusive flux is J = −D dn/dz. Per unit cross-section, a slice gains J(z) − J(z + dz) = −(dJ/dz) dz = D n″ dz and loses k n dz. In the steady state the two are equal:

D n″ = k n.

Insert D and k:

(d v̄/3) n″ = (r v̄/d) n,

n″ = (3r/d²) n.

The solutions are exp(−z/λ) and exp(+z/λ), with

λ = √(D/k) = d/√(3r).

In a hole much deeper than λ the growing solution must be absent, and n falls as exp(−z/λ). For r = 0.002,

λ/d = 1/√(3 × 0.002) = 1/√0.006 = 12.91.

That is the 13 hole diameters of the exercise.

**Why the temperature drops out**

The speed v̄ appears in both D and k. A faster atom moves along the hole more quickly, but it also hits the wall more often, in the same proportion. What counts is the number of collisions it survives, not the time it lives. The diameter is not needed either, because it is the only length in the model: the ratio λ/d depends on r alone. Temperature can still matter indirectly, if r itself depends on it.

Your estimate can now be repaired. After 1/r = 500 flights the mean square displacement is

⟨X²⟩ = 500 × 2d²/3 = 333 d²,

so the root-mean-square displacement is about 18 d. In general ⟨X²⟩ = 2d²/(3r) = 2λ², and 18 d divided by √2 is again 13 d. The path is 500 diameters long, but most of the motion cancels.

**A numerical example**

Take d = 500 angstrom, kT = 0.04 eV and an atomic mass of 16 atomic mass units. These are round model values. Converted to atomic units for use in the formulas, they give

v̄ = √[8 × 0.00146997/(π × 29166)] = 3.582 × 10⁻⁴,

D = 944.9 × 3.582 × 10⁻⁴/3 = 0.1128,

k = 0.002 × 3.582 × 10⁻⁴/944.9 = 7.583 × 10⁻¹⁰.

The ratio D/k is 1.488 × 10⁸ bohr², and its square root is 1.220 × 10⁴ bohr. In angstrom this is

λ = 12.91 × 500 = 6455 angstrom,

or about 0.65 micrometre. The second route needs neither kT nor the mass, which is the cancellation at work.

**Is 13 diameters a maximum depth?**

No. In the diffusion model the density at z = λ is still 1/e, or 37%, of its value just inside the mouth. (Following the individual flights, as done below, gives about 35%, because the density falls a little faster over the first few diameters.) It has fallen tenfold at

z = λ ln 10 = 12.91 × 2.303 d = 29.7 d.

If the surface reaction is proportional to the local flux of atoms, an unreacted site at that depth reacts about ten times more slowly in this steady profile than an unreacted site near the mouth. Deposition there is slower, not impossible. While the upper walls are still reacting, they take up additional atoms, which this steady-state estimate does not include. The total exposure needed at that depth can then be much more than ten times that needed near the mouth.

A real hole also has a bottom. Suppose it is closed at depth L and neglect recombination on the bottom itself. No atoms then pass through z = L, so n′(L) = 0. The combination of the two exponentials that satisfies this is

n(z) = n(0) cosh[(L − z)/λ] / cosh(L/λ).

Its derivative is proportional to sinh[(L − z)/λ], which vanishes at z = L. The density at the bottom is

n(L)/n(0) = 1/cosh(L/λ).

Two limits are useful. If L ≪ λ, then cosh(L/λ) ≈ 1 + L²/(2λ²), and the density is nearly uniform: recombination hardly matters. If L ≫ λ, then cosh(L/λ) ≈ exp(L/λ)/2, and the bottom density is 2 exp(−L/λ). The factor 2 is there because atoms that reach the bottom are sent back instead of continuing downwards. For L = λ the bottom still has 1/cosh 1 = 65% of the density at the mouth.

Neglecting loss on the bottom is justified for small r. With that loss, the condition at z = L would be −D n′ = r n v̄/4, so −n′/n = 3r/(4d). Compared with the natural slope 1/λ, this is

(3r/4d) λ = √(3r)/4 = 0.019,

so for r = 0.002 the slope at the bottom is only about two percent of the natural slope, instead of zero.

**How sensitive is the answer to r?**

Since λ is proportional to r^(−1/2), a small relative error in r gives half that relative error in λ, with opposite sign. A fourfold larger value, r = 0.008, halves the decay length to 6.455 d. The material of the wall therefore matters, through r, even though the temperature and mass have cancelled.

**How good is the diffusion approximation?**

Diffusion treats the density as nearly constant over one flight. We can do without that assumption by following the flights themselves.

Let K(x) be the probability density for an axial step x. For a fixed φ, a step longer than x > 0 needs an angle larger than a₀, where tan a₀ = x/(d cos φ). The probability of such a step is

F(x) = (1/π) ∫cos φ dφ ∫_{a₀}^{π/2} cos²a da.

The density is K = −dF/dx. Differentiating the lower limit gives a factor cos²a₀ (da₀/dx), and da₀/dx = cos²a₀/(d cos φ). With cos²a₀ = d²cos²φ/(x² + d²cos²φ),

K(x) = (1/πd) ∫ d⁴cos⁴φ/(x² + d²cos²φ)² dφ.

Now let q(z) be the flux striking the wall at depth z, divided by the flux entering the mouth. Atoms arrive either straight from the mouth or from another part of the wall, after surviving there:

q(z) = F(z) + (1 − r) ∫ K(|z − z′|) q(z′) dz′.

The first term is F(z) because the gas outside is isotropic: the share of the full wall flux that comes through the mouth equals the cosine-weighted share of directions in which the mouth is visible.

Far from the ends, and for slowly varying q, expand q(z′) about z. The linear term vanishes by symmetry, which leaves

q = (1 − r)[q + ½⟨x²⟩q″],

r q = (1 − r)(d²/3) q″.

The decay length is then λ = d√[(1 − r)/(3r)] = 12.90 d. The diffusion model is the small-r form of this, and at r = 0.002 the difference is negligible.

To see what the expansion leaves out, I solved the integral equation numerically for a hole 160 d long, with no atoms returning from the far end. The wall was divided into rings of width 0.1 d, which turns the equation into a linear system. A straight-line fit to ln q between 0.4 and 2.3 model decay lengths gives

λ ≈ 12.8 d,

which is less than 1% below the diffusion value. For r = 0.008, in a hole 100 d long, the same procedure gives a length between 1% and 2% below the diffusion value of 6.455 d. The diffusion model does better for the smaller r, where λ covers more flights.

The same equation with r = 0 also gives a value for D that does not rely on the random-walk argument. Let W be the fraction of entering atoms that leave at the far end of an open tube of length L. In a long tube the diffusive flux is D Δn/L, while the flux entering from a reservoir of density n is n v̄/4. If the resistance added by the ends is treated as constant,

1/W = constant + v̄L/(4D).

For D = d v̄/3, 1/W should grow by 3/4 for each added diameter. With rings 0.1 d wide, the numerical solutions give W = 0.03133 for L = 40 d and 0.01612 for L = 80 d. The growth is

(1/0.01612 − 1/0.03133)/40 = 0.753

per diameter, which corresponds to D = 0.332 d v̄, close to d v̄/3. The last digits depend on the ring width: as the rings are made narrower, W tends to 0.03125 and 0.01608, the growth to 0.755 and D to 0.331 d v̄. The growth slightly exceeds 3/4 because the resistance added by the ends is not strictly constant: it still rises slowly with the length of the tube.

**Where the exponential fails**

From a point deep in the hole, the mouth is a small disc of area πd²/4 at distance z. It covers a solid angle πd²/(4z²). Its centre is at height d/2 above the tangent plane of the wall, so the average cosine to the wall normal is d/(2z). Hence, for z ≫ d,

F(z) ≈ (1/π) × πd²/(4z²) × d/(2z) = d³/(8z³).

Every term in the equation for q is positive or zero, so q(z) cannot be smaller than F(z). An exponential eventually falls below any inverse power of z. In a sufficiently deep hole without gas collisions the exponential must therefore give way to a slower decay, fed by rare long flights. The estimate d³/(8z³) itself holds only where the mean free path is much longer than the depth z, which is a stronger condition than being much longer than d. At greater depths, collisions in the gas make uninterrupted flights from the mouth rarer than this estimate says.

For r = 0.002 this happens far down. I computed a local decay length from the ratio of q at points 2 d above and 2 d below a given depth:

at 20 d: 12.9 d

at 40 d: 13.1 d

at 60 d: 13.4 d

at 80 d: 13.9 d

at 100 d: 15.1 d

The local length increases with depth, as expected when a slower decay begins to show. Over the first few decay lengths, where most of the density is lost, a single value of 13 d describes the profile well.

Strong recombination brings the tail within easy reach. For r = 0.2 the diffusion formula gives only 1.29 d, so at 40 d an exponential would be utterly negligible. Far down, q varies slowly over the short steps that dominate the integral, and the integral is close to q itself. Then q ≈ F + (1 − r)q, or

q ≈ F/r ≈ d³/(8r z³).

Long flights from the wall near the mouth add a contribution that falls as K, that is as 1/z⁴, and so matters less at large depth. The numerical solution for a hole 120 d long falls as z to the power −3.05 between 40 d and 80 d, close to the predicted −3. This power belongs to the wall flux q. The density averaged over the cross-section has a slower tail. Atoms flying straight from the mouth fill a solid angle πd²/(4z²) out of 4π, so they alone supply a share d²/(16z²) of the outside density, while moving almost parallel to the wall and seldom striking it. For r = 0.2 the density falls roughly as z to the power −2.2 between 40 d and 80 d.

For your exercise, then, λ = d/√(3r) ≈ 13 d is the 1/e length of the density. It applies when gas-phase collisions are rare, r is small and uniform, and the walls have stopped consuming atoms by growth. If d becomes comparable with the mean free path, collisions in the gas reduce D below d v̄/3, and λ = √(D/k) becomes shorter for the same wall-loss rate.
